# Why the adiabatic LDA kernel fails for electron-gas correlation energies

**Q:** The random-phase approximation (RPA) leaves exchange and correlation out of the density response. The adiabatic local-density approximation (ALDA) puts them back through a kernel. I expected better correlation energies, but the results converge badly and are not accurate. Where should I look for the reason?

**A:** Look at how the energy is assembled from different wave vectors. I will use the uniform, unpolarized electron gas of density $n$, with a neutralizing background, in Hartree atomic units. The Fermi wave vector satisfies $n=k_F^3/(3\pi^2)$, and the Coulomb interaction is $v(q)=4\pi/q^2$.

Multiply the interaction by a coupling constant $\lambda$ between 0 and 1. By the Hellmann-Feynman theorem, the derivative of the ground-state energy with respect to $\lambda$ is the expectation value of the interaction. Its value in the non-interacting state gives exchange, so correlation comes from the change relative to that state.

For $N$ electrons in a volume $V$, with density operator $\hat\rho_q=\sum_je^{-i\mathbf q\cdot\mathbf r_j}$, the interaction is $\frac1{2V}\sum_{q\ne0}v(q)\,(\hat\rho_{-q}\hat\rho_q-N)$. The background removes $q=0$, and the $-N$ removes each electron's interaction with itself. The static structure factor is $\langle\hat\rho_{-q}\hat\rho_q\rangle/N$, so the interaction energy per electron is $\frac12\int d^3q/(2\pi)^3\,v(q)$ times the structure factor minus one. Let $S_\lambda(q)$ denote the change in the static structure factor from its value at $\lambda=0$, and let $\bar S$ be its average over $\lambda$. The correlation energy per electron is

$$
e_c=\frac12\int\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{q^2}\,\bar S(q)
=\frac12\,\frac{4\pi\cdot4\pi}{8\pi^3}\int_0^\infty dq\,\bar S(q)
=\frac1\pi\int_0^\infty dq\,\bar S(q).
$$

The $q^2$ of the volume element has cancelled the $1/q^2$ of the Coulomb interaction. Convergence with wave vector therefore depends on the decay of $\bar S$ alone.

**Q:** How does a response function give me the structure factor?

**A:** Write the response at imaginary frequency $iu$ as a sum over excited states $m$, with excitation energies $\omega_m$ and volume $V$:

$$
\chi(q,iu)=-\frac1V\sum_m|\langle m|\hat\rho_q|0\rangle|^2\,\frac{2\omega_m}{\omega_m^2+u^2}.
$$

Since $\int_0^\infty du\,2\omega_m/(\omega_m^2+u^2)=\pi$, integrating over $u$ leaves the sum of squared matrix elements. That sum, divided by $V$, is $n$ times the full structure factor. Subtracting the non-interacting case gives

$$
nS_\lambda(q)=-\frac1\pi\int_0^\infty du\,[\chi_\lambda(q,iu)-\chi_0(q,iu)].
$$

The kernel $f_\lambda$ enters through $\chi_\lambda=\chi_0+\chi_0a\chi_\lambda$, where $a=\lambda v+f_\lambda$ is the effective interaction. In the gas this is an algebraic equation at each $q$:

$$
\chi_\lambda-\chi_0=\frac{\chi_0}{1-a\chi_0}-\chi_0=\frac{a\chi_0^2}{1-a\chi_0}.
$$

RPA means $f_\lambda=0$. Different wave vectors do not mix, so changing the kernel at large $q$ changes $S_\lambda$ only there.

**Q:** What does the ALDA kernel look like as a function of $q$?

**A:** It is a constant. In the LDA, the exchange-correlation potential at a point depends only on the density at that point. Its derivative with respect to the density elsewhere is a delta function in space, whose Fourier transform does not depend on $q$. "Adiabatic" means that the same relation is used at every instant, so there is no frequency dependence either.

For exchange, the energy per electron is $-3k_F/(4\pi)$. The energy density is proportional to $n^{4/3}$, so its derivative is $4/3$ of the energy per electron, $v_x=-k_F/\pi$. Since $k_F\propto n^{1/3}$,

$$
\frac{dk_F}{dn}=\frac{k_F}{3n}=\frac{\pi^2}{k_F^2},
\qquad
f_x=\frac{dv_x}{dn}=-\frac{\pi}{k_F^2}.
$$

Exchange is linear in the interaction, so $f_{x,\lambda}=\lambda f_x$. I will call this exchange-only version ALDAx.

For correlation, rescaling lengths by $\lambda$ turns a gas with coupling $\lambda$ and density $n$ into a fully interacting gas of density $n/\lambda^3$, with energies multiplied by $\lambda^2$. If $h(n)$ is the correlation energy per volume at full coupling, its value at coupling $\lambda$ is $n\lambda^2h(n/\lambda^3)/(n/\lambda^3)=\lambda^5h(n/\lambda^3)$. Two density derivatives bring down $\lambda^{-6}$, giving $f_{c,\lambda}(n)=\lambda^{-1}f_c(n/\lambda^3)$. This is also constant in $q$.

**Q:** Why should a constant be harmful? The response itself becomes small at large $q$.

**A:** It does, but the comparison that matters is with the Coulomb interaction, which also becomes small. First we need $\chi_0$.

For $q>2k_F$, every electron in the Fermi sphere can be moved from $\mathbf k$ to the empty state $\mathbf k+\mathbf q$, at an energy cost $q^2/2+\mathbf k\cdot\mathbf q$. When $q\gg k_F$ the second term is negligible, and all electrons have the same excitation energy $\varepsilon=q^2/2$. The sum over states becomes

$$
\chi_0(q,iu)\simeq-\frac{2n\varepsilon}{\varepsilon^2+u^2}.
$$

The magnitude of this approximate form is at most $2n/\varepsilon=4n/q^2$. Hence $a\chi_0\to0$ even for constant $a$, and the denominator $1-a\chi_0$ can be replaced by 1. Using $\int_0^\infty du/(\varepsilon^2+u^2)^2=\pi/(4\varepsilon^3)$,

$$
\int_0^\infty du\,\chi_0^2\simeq4n^2\varepsilon^2\,\frac{\pi}{4\varepsilon^3}
=\frac{\pi n^2}{\varepsilon}=\frac{2\pi n^2}{q^2},
$$

and therefore

$$
S_\lambda(q)\simeq-\frac1{\pi n}\,a\,\frac{2\pi n^2}{q^2}
=-\frac{2n}{q^2}\left(\frac{4\pi\lambda}{q^2}+f_\lambda\right).
$$

The average of $\lambda$ is $1/2$, so the two cases are

$$
\bar S_{\rm RPA}\simeq-\frac{4\pi n}{q^4},
\qquad
\bar S_{\rm ALDAx}\simeq\frac{\pi n}{k_F^2q^2}\left(1-\frac{4k_F^2}{q^2}\right).
$$

The constant kernel has replaced a negative $q^{-4}$ tail by a positive $q^{-2}$ tail. The bracket is the exact $q$ dependence of $a$, not the complete $q^{-4}$ term: the neglected $\mathbf k\cdot\mathbf q$ and the denominator multiply the whole expression by a further factor $1+O(1/q^2)$.

**Q:** Does the change of sign mean something physical?

**A:** It has a clear meaning within the model. In ALDAx the effective interaction is $\lambda(4\pi/q^2-\pi/k_F^2)$, which vanishes at $q=2k_F$. There $\chi_\lambda=\chi_0$ and $\bar S=0$. At larger $q$ the repulsion has faded but the kernel has not, so the electrons attract one another in this model.

Take a gas with $r_s=4$ bohr, where $r_s$ is the radius of a sphere containing one electron on average. Then $n=0.003730$ bohr$^{-3}$ and $k_F=0.4798$ bohr$^{-1}$, so $f_x=-\pi/0.4798^2=-13.65$ Ha bohr$^3$. The full frequency integrals give:

| $q/k_F$ | $\bar S$, RPA | $\bar S$, ALDAx |
|---:|---:|---:|
| 1 | −0.175 | −0.147 |
| 2 | −0.0559 | 0 |
| 4 | −0.00352 | 0.0109 |
| 16 | −0.0000135 | 0.000853 |

At $16k_F$ the ALDAx value is about 60 times the RPA value in magnitude.

**Q:** I think more easily in real space. What happens to two electrons that come close together?

**A:** Let $g(r)$ be the probability of finding a second electron at distance $r$, relative to independent, randomly placed particles with neither exchange nor correlation. Its correlation part is

$$
g_{c,\lambda}(r)=\frac1n\int\frac{d^3q}{(2\pi)^3}\,S_\lambda(q)\,e^{i\mathbf q\cdot\mathbf r},
$$

and $ng_c$ is the correlation hole. The transform of the slow tail follows from the angular average of the exponential, $\sin(qr)/(qr)$:

$$
\int\frac{d^3q}{(2\pi)^3}\frac{e^{i\mathbf q\cdot\mathbf r}}{q^2}
=\frac1{2\pi^2r}\int_0^\infty dq\,\frac{\sin qr}{q}
=\frac1{2\pi^2r}\,\frac\pi2=\frac1{4\pi r}.
$$

Multiplying by $-2nf_\lambda/n$ gives

$$
g_{c,\lambda}(r)\simeq-\frac{f_\lambda}{2\pi r},
\qquad
\bar g_c(r)\simeq\frac1{4k_F^2r}\quad\text{(ALDAx)}.
$$

The rest of $S_\lambda$ cannot cancel this divergence. The Coulomb term and the denominator give corrections smaller than the leading tail by $1/q^2$. So does the neglected $\mathbf k\cdot\mathbf q$, because its first-order effect averages to zero over the Fermi sphere. The remainder thus falls as $q^{-4}$, and its integral with $q^2dq$ is finite at $r=0$.

**Q:** So what should be a hole becomes a spike?

**A:** Yes. A constant in $q$ is a contact interaction $f_\lambda\delta(\mathbf r)$, and the spike is what a contact attraction does to a pair. The relative motion of two electrons has reduced mass $1/2$, so its kinetic energy operator is $-\nabla^2$. Start from a relative wave function $\psi_0=1$ at zero energy. The first-order change obeys

$$
-\nabla^2\psi_1=-f_\lambda\delta(\mathbf r)
\quad\Rightarrow\quad
\psi_1=-\frac{f_\lambda}{4\pi r}.
$$

The first-order change in the pair probability is $2\psi_0\psi_1=-f_\lambda/(2\pi r)$, the same result as before. The choice $\psi_0=1$ ignores exchange and lets every pair meet. For real electrons a parallel-spin pair has $\psi_0(0)=0$ and feels no contact force, so a true contact attraction would give half this spike. The two results agree because the term $a\chi_0^2$ is the direct term alone, with no exchange partner to cancel it for parallel spins, and the $f$ in it is the average of the parallel-spin and antiparallel-spin kernels. LDA exchange is a sum of separate spin-up and spin-down terms, so its antiparallel kernel is zero and its parallel kernel is $2f_x$. Resolved by spin, the ALDAx spike therefore lies in the parallel-spin pairs, the ones that should never meet.

At $r_s=4$ the predicted coefficient is $1/(4\times0.4798^2)=1.086$ bohr. A numerical Fourier transform of the full $\bar S$, made without the asymptotic formula, also gives 1.086 bohr. At $r=0.0208$ bohr, $\bar g_c$ is 50.6 in ALDAx and −1.12 in RPA.

**Q:** Is the RPA value acceptable, then?

**A:** No, but it is wrong in a different way. Without correlation $g(0)=1/2$: parallel spins avoid each other completely and opposite spins are independent. A probability cannot be negative, so $\bar g_c(0)$ must not lie below $-1/2$. RPA gives −1.13, which makes the total negative. The RPA hole is too deep but finite.

The difference also appears when the value at $r=0$ is summed up to a cutoff $Q$. Each interval $dq$ contributes $q^2\bar S\,dq/(2\pi^2n)$, which for ALDAx tends to $dq/(2\pi k_F^2)$. Raising $Q$ from $32k_F$ to $128k_F$ should add $96/(2\pi\times0.4798)=31.8$. The computed sum rises from 9.16 to 40.98, which is 31.8. Over the same range the RPA sum moves from −1.08 to −1.12.

**Q:** If the hole is infinite, why is the energy not infinite?

**A:** Because the volume near $r=0$ is small. With $\bar g_c\simeq A/r$, the interaction energy per electron from distances below $R$ is

$$
\frac12\int_0^R4\pi r^2dr\,n\,\frac Ar\,\frac1r=2\pi nAR.
$$

This is finite, but it vanishes only linearly with $R$. A calculation with cutoff $Q$ resolves distances down to roughly $1/Q$, so one expects an error proportional to $1/Q$. The energy formula gives the coefficient. The energy missing beyond $Q$ is

$$
\text{ALDAx:}\quad\frac1\pi\int_Q^\infty dq\,\frac{\pi n}{k_F^2q^2}
=\frac{n}{k_F^2Q}=\frac{k_F}{3\pi^2Q},
$$

$$
\text{RPA:}\quad\frac1\pi\int_Q^\infty dq\left(-\frac{4\pi n}{q^4}\right)=-\frac{4n}{3Q^3}.
$$

In terms of the cutoff energy $E=Q^2/2$, the errors fall as $E^{-1/2}$ and $E^{-3/2}$.

**Q:** What does that cost in practice?

**A:** Ask for a missing energy of 0.1 mHa per electron at $r_s=4$. For ALDAx, $Q/k_F=1/(3\pi^2\times10^{-4})\approx338$. For RPA, $Q=[4\times0.003730/(3\times10^{-4})]^{1/3}=3.68$ bohr$^{-1}$, or $7.7k_F$. Solving with the full integrals gives the same cutoffs to these digits. The corresponding cutoff energies are about 13,100 Ha and 6.8 Ha.

Doubling the cutoff from $16k_F$ to $32k_F$ reduces the ALDAx tail from 2.10 to 1.05 mHa, a factor of two. The RPA tail, which is negative, drops in magnitude from 0.0110 to 0.0014 mHa, a factor of eight.

**Q:** Since I know the $1/Q$ law, can I not extrapolate and be done?

**A:** Extrapolation removes the cutoff error, but it takes you to the energy of the wrong model. These are the converged correlation energies per electron in mHa, with the Perdew-Wang parametrization as reference:

| $r_s$ | Reference | RPA | ALDAx | ALDAx, $q>2k_F$ only |
|---:|---:|---:|---:|---:|
| 1 | −59.8 | −78.8 | −47.4 | 11.6 |
| 4 | −31.9 | −46.8 | −20.3 | 11.7 |
| 10 | −18.6 | −30.7 | −7.5 | 11.9 |

At $r_s=4$ the ALDAx energy is too high by 11.6 mHa (0.315 eV), or 36% of the reference magnitude. RPA is too low by 14.9 mHa. The kernel has reversed the sign of the error and reduced its size only modestly.

**Q:** The last column hardly changes with density. Is that an accident?

**A:** The leading behaviour explains it. Use the large-$q$ form of $\bar S_{\rm ALDAx}$, including its Coulomb term, from $2k_F$ upward:

$$
\frac{n}{k_F^2}\int_{2k_F}^\infty dq\left(\frac1{q^2}-\frac{4k_F^2}{q^4}\right)
=\frac n{k_F^3}\left(\frac12-\frac16\right)=\frac1{9\pi^2}\ \text{Ha}\approx11.3\ \text{mHa}.
$$

The density has dropped out. The estimate is rough, because $2k_F$ is not far above $k_F$, but it lies within 6% of the three computed values. At lower density the neglected denominator $1-a\chi_0$ brings the density back: the contribution is 12.4 mHa at $r_s=20$ and 13.8 mHa at $r_s=40$.

**Q:** Can you show that the large-$q$ part is responsible, rather than the LDA kernel as a whole?

**A:** Change only that part. The renormalized ALDA, or rALDA, in its exchange-only form keeps $f_x$ below $2k_F$ and replaces it by $-v$ above. The effective interaction is then zero beyond $2k_F$, and so is $\bar S$. Its energy is the ALDAx integral stopped at $2k_F$.

At $r_s=4$ this gives $-20.29-11.68=-31.97$ mHa, which is 0.1 mHa below the reference. At $r_s=1$ and 10 the deviations are +0.8 and −0.9 mHa. The value at zero separation is now finite, $\bar g_c(0)=-0.25$, so the coupling-averaged total $\bar g(0)=0.25$ is not negative. At full coupling the margin is smaller: $g(0)$ is 0.07 at $r_s=4$, and at $r_s=10$ it is −0.23, so rALDA removes the divergence but does not guarantee a non-negative pair probability.

This locates the overshoot in the constant tail. The close agreement also depends on the choice $f=-v$, which removes the Coulomb contribution above $2k_F$ as well. Setting only $f=0$ there keeps the negative RPA tail and leaves the energy 5.2 to 6.3 mHa below the reference at these three densities. Nor does the test show that rALDA is right at each wave vector. The agreement is for the integral, and errors at different $q$ may compensate.

**Q:** Would adding the correlation part of the LDA kernel repair the tail?

**A:** No. It is another constant, and at this density it has the same sign as exchange. The average of $f_\lambda$ over $\lambda$ changes from −6.82 to −7.42 Ha bohr$^3$, and the coefficient of $1/r$ rises from 1.09 to 1.18 bohr. The energy at $r_s=4$ becomes −17.8 mHa, farther from the reference than ALDAx.

**Q:** What must a better kernel do, and does this prove that the exact kernel vanishes at large $q$?

**A:** For a frequency-independent kernel that falls as $q^{-p}$, with $0\le p\le2$, the structure factor falls as $q^{-2-p}$, unless at $p=2$ the kernel cancels the Coulomb term, as in rALDA, in which case it falls faster or vanishes. The hole at zero separation then involves $\int^\infty dq\,q^{-p}$, which is finite for $p>1$. A decay as $1/q^2$, like that of the Coulomb interaction, also restores the $1/Q^3$ convergence.

The exact kernel depends on frequency, and the argument says less about it. At large $q$ the weight $\chi_0^2$ is spread over frequencies up to about $q^2/2$, a range that grows with $q$. What matters is the kernel throughout that range. A constant limit at zero frequency alone would not by itself produce the $1/r$ spike. The ALDA does produce it, because it uses the same constant at every frequency as well as at every wave vector.

## Computed results

```
rs = 4.0 bohr, n = 0.003730 bohr^-3, kF = 0.47979 bohr^-1
exchange kernel f_x = -13.6473 Ha bohr^3
coupling-averaged kernel, ALDAx = -6.8237 Ha bohr^3
coupling-averaged kernel, ALDA = -7.4220 Ha bohr^3
high-density RPA slope: computed 0.03102 Ha, exact 0.03109 Ha
structure factor S (dimensionless): q/kF, RPA, ALDAx
    0.5   -1.833e-01   -1.794e-01
    1.0   -1.749e-01   -1.468e-01
    2.0   -5.590e-02    0.000e+00
    3.0   -1.121e-02    1.478e-02
    4.0   -3.523e-03    1.088e-02
    8.0   -2.172e-04    3.282e-03
   16.0   -1.352e-05    8.531e-04
at q = 200 kF, computed and asymptotic:
  RPA   q^4 S = -0.046875, -0.046875 bohr^-4
  ALDAx q^2 S = 0.050903, 0.050907 bohr^-2
  ALDA  q^2 S = 0.055367, 0.055371 bohr^-2
pair function g_c (dimensionless): kF*r, r in bohr, RPA, ALDAx
   1.00   2.0842   -0.3543    -0.2431
   0.10   0.2084   -1.0240     3.8025
   0.02   0.0417   -1.1049    24.5796
   0.01   0.0208   -1.1152    50.6245
limit of r*g_c, ALDAx: transform 1.0857 bohr, formula 1.0860 bohr
limit of r*g_c, ALDA formula: 1.1812 bohr
on-top g_c(0) summed to cutoff Q: Q/kF, RPA, ALDAx
     2   -0.4521   -0.2514
     8   -0.9594    1.2956
    32   -1.0841    9.1578
   128   -1.1152   40.9782
  RPA without cutoff: -1.1256
  rALDA without cutoff: -0.2514
energy per electron beyond Q in mHa: Q/kF, RPA, ALDAx
     4    -0.712516    7.86166
     8    -0.088270    4.15145
    16    -0.011004    2.10215
    32    -0.001375    1.05434
    64    -0.000172    0.52758
cutoff for a tail of 0.1 mHa:
  RPA: Q = 7.67 kF, Q^2/2 = 6.78 Ha
  ALDAx: Q = 337.73 kF, Q^2/2 = 13128.70 Ha
correlation energy per electron in mHa:
  rs, Perdew-Wang, RPA, ALDAx, rALDA, ALDAx part from q > 2 kF
   1.0   -59.774   -78.799   -47.412   -58.967    11.555
   4.0   -31.866   -46.806   -20.291   -31.967    11.677
  10.0   -18.572   -30.658    -7.514   -19.451    11.937
ALDA with correlation, rs = 4: -17.802 mHa
ALDAx error at rs = 4: 11.576 mHa = 0.315 eV
```
